# Centring and anchoring temperature in Antoine vapour-pressure fits

A heated bubbler supplies precursor to a deposition chamber at a rate that depends on the precursor's vapour pressure. That pressure is measured at a few source temperatures, often over a range of some tens of kelvin, and an Antoine curve is fitted for use by the dose controller. The fit may follow the readings closely while the solver reports a nearly singular matrix. Subtracting a mean temperature and dividing by a scale looks like a harmless cure. It is harmless, but whether it is a cure depends on which parameters are fitted.

## Model and fitting criterion

Let $p$ be the vapour pressure, $T$ the temperature in kelvin, and

$$y=\log_{10}(p/\mathrm{Pa})=A-\frac{B}{T+C},\qquad B>0,\quad T+C>0 \qquad (1)$$

over the data range. There are $n>3$ readings $(T_i,y_i)$ at three or more distinct temperatures. Temperature errors are neglected, and the fit minimises the unweighted sum

$$S=\sum_i r_i^2,\qquad r_i=y_i-y(T_i).$$

A minimum with finite $C$ and $T_i+C>0$ at every reading is assumed to exist. Readings that lack the required curvature are treated under failure modes. A minimum can also be missing because $S$ keeps falling as the pole at $T=-C$ approaches the lowest reading, for example when that reading lies below several others that are all equal.

## Centring does not move the curve

Choose an anchor temperature $T_0$ and a scale $s>0$, and set $t=(T-T_0)/s$. Inserting $T=T_0+st$ in (1) and dividing numerator and denominator of the fraction by $s$ gives

$$y=A-\frac{B/s}{t+(C+T_0)/s}=a-\frac{b}{t+c},$$

$$a=A,\qquad b=B/s,\qquad c=(C+T_0)/s .$$

These relations can be inverted: $A=a$, $B=sb$, $C=sc-T_0$. Every curve of one form is therefore a curve of the other, with the same predictions, residuals and $S$. A parameter set that minimises $S$ in one form maps to one that minimises it in the other.

The argument uses equal predictions and nothing else, so it also holds for fixed weights on the readings, or for residuals taken in $p$ instead of $\log_{10}p$, provided the criterion is the same in both forms. It fails if a penalty on the size of the coefficients is added without being transformed, because corresponding parameter sets then carry different penalties.

## Centring alone does not improve the conditioning

The Jacobian $J$ holds the derivatives of the predictions with respect to the parameters. Its condition number $\kappa$ is the ratio of its largest to its smallest singular value, $\sigma_{\max}/\sigma_{\min}$. From (1), the columns for $A,B,C$ are

$$1,\qquad -\frac{1}{T+C},\qquad \frac{B}{(T+C)^2}. \qquad (2)$$

For $a,b,c$ use $t+c=(T+C)/s$:

$$1,\qquad -\frac1{t+c}=-\frac{s}{T+C},\qquad \frac{b}{(t+c)^2}=\frac{B}{s}\,\frac{s^2}{(T+C)^2}=\frac{sB}{(T+C)^2}.$$

Hence $J_{abc}=J_{ABC}\,\mathrm{diag}(1,s,s)$. The anchor $T_0$ has dropped out: centring merely shifts $C$ by the amount removed from $T$. The scale $s$ multiplies two columns. That changes the raw $\kappa$, but if each column is first divided by its norm, $s$ cancels too. The angles between the columns, which express how alike the effects of the parameters are, have not changed.

## Where the ill-conditioning comes from

Define

$$\gamma=\frac{s}{T_0+C},\qquad x=\frac{T_0+C}{T+C}=\frac1{1+\gamma t}.$$

Apart from constant factors and signs, the columns (2) are $1,x,x^2$. When the temperature range is narrow compared with $T_0+C$, $\gamma$ is small, $x$ is close to 1, and the three columns nearly coincide.

To find how nearly, take a combination $v_0+v_1x+v_2x^2$ with $v_0^2+v_1^2+v_2^2=1$ and write $x=1-w$, where $w=\gamma t/(1+\gamma t)$. Then

$$v_0+v_1x+v_2x^2=(v_0+v_1+v_2)-(v_1+2v_2)\,w+v_2w^2 .$$

Since $w=\gamma t+O(\gamma^2)$, the combination can be as small as $\gamma^2$ only if $v_0+v_1+v_2=O(\gamma^2)$ and $v_1+2v_2=O(\gamma)$. At leading order this forces $v=(1,-2,1)/\sqrt6$. The small remaining freedom in the two brackets can cancel the parts of the result proportional to 1 and to $t$. What is left is $v_2\gamma^2$ times the part of $t^2$ orthogonal to $1$ and $t$ over the readings. If $q$ is the root-mean-square value of that part, then

$$\frac{\sigma_{\min}}{\sqrt n}\to\frac{\gamma^2q}{\sqrt6}.$$

For the largest singular value, all three columns tend to a column of ones, so $\sigma_{\max}/\sqrt n\to\sqrt3$. Dividing the columns by their norms does not alter the ratio at this order, because each norm tends to $\sqrt n$. Therefore

$$\kappa\to\frac{\sqrt3\,\sqrt6}{q\gamma^2}=\frac{\sqrt{18}}{q\gamma^2}\qquad(\gamma\to0). \qquad (3)$$

Here $T_0$ is the middle of the range and $s$ its half-width. Halving the range quadruples $\kappa$. Taking more evenly spaced readings over the same range does not help the conditioning: $q$ then falls slowly towards $\sqrt{4/45}\approx0.298$, so $\kappa$ even rises somewhat.

## Anchored parameters

The cure is to use parameters that describe the curve at $T_0$. Subtract the value at $T_0$ from (1):

$$y(T)-y(T_0)=\frac{B}{T_0+C}-\frac{B}{T+C}=\frac{B\,(T-T_0)}{(T_0+C)(T+C)} .$$

With $T-T_0=st$ and $T+C=(T_0+C)(1+\gamma t)$ this becomes

$$y=\alpha+\frac{\beta t}{1+\gamma t}, \qquad (4)$$

$$\alpha=A-\frac{B}{T_0+C},\qquad \beta=\frac{sB}{(T_0+C)^2},\qquad \gamma=\frac{s}{T_0+C}.$$

Differentiating (4) gives $dy/dt=\beta/(1+\gamma t)^2$ and $d^2y/dt^2=-2\beta\gamma/(1+\gamma t)^3$. At the anchor, $\alpha$ is thus the value, $\beta$ the slope per scaled unit, and $-2\beta\gamma$ the second derivative. These are features that the readings determine directly.

To return to Antoine coefficients, start from $T_0+C=s/\gamma$:

$$C=\frac s\gamma-T_0,\qquad B=\frac{\beta(T_0+C)^2}{s}=\frac{s\beta}{\gamma^2},\qquad A=\alpha+\frac{B}{T_0+C}=\alpha+\frac\beta\gamma. \qquad (5)$$

An anchor inside the data range has $T_0+C>0$, so $\gamma>0$ and $\beta>0$. For such values the map is one-to-one, so the best-fit curve is again unchanged. The new Jacobian columns are

$$1,\qquad \frac{t}{1+\gamma t},\qquad -\frac{\beta t^2}{(1+\gamma t)^2}, \qquad (6)$$

which tend to $1,\ t,\ -\beta t^2$ as $\gamma\to0$. They do not merge.

The limiting condition number can be found for readings that fill $-1\le t\le1$ densely and evenly. After normalisation, $t$ is orthogonal to the other two columns by symmetry. The cosine between $1$ and $t^2$ is

$$\rho=\frac{\langle t^2\rangle}{\sqrt{\langle t^4\rangle}}=\frac{1/3}{1/\sqrt5}=\frac{\sqrt5}{3}.$$

The sign of the third column does not affect singular values. Their squares are $1+\rho,\ 1,\ 1-\rho$, so

$$\kappa=\sqrt{\frac{3+\sqrt5}{3-\sqrt5}}=\frac{3+\sqrt5}{2}\approx2.6 .$$

Unlike (2), the columns (6) depend on $T_0$, and here centring does matter. If the anchor lies outside the range, $t$ has one sign throughout and the functions $1,t,t^2$ become more alike.

## Algorithm

Expanding (4) gives $y=\alpha+\beta t-\beta\gamma t^2+\dots$. A quadratic fit $c_0+c_1t+c_2t^2$ therefore supplies the start $\alpha=c_0$, $\beta=c_1$, $\gamma=-c_2/c_1$.

```
input: T[i], y[i], tolerance, maximum number of steps
T0 = middle of temperature range
s  = half the temperature range
t[i] = (T[i] - T0)/s
fit c0 + c1*t + c2*t^2 by linear least squares
if c1 <= 0: stop, pressure does not rise with temperature
alpha, beta, gamma = c0, c1, -c2/c1
repeat up to the maximum number of steps:
    if any 1 + gamma*t[i] <= 0: stop, trial curve has a pole in data range
    r[i] = y[i] - alpha - beta*t[i]/(1 + gamma*t[i])
    J = columns 1, t/(1+gamma*t), -beta*t^2/(1+gamma*t)^2
    solve min |J*d - r| by orthogonal factorisation
    (alpha, beta, gamma) = (alpha, beta, gamma) + d
    if |d| < tolerance: leave the loop
if not converged: stop, report failure
if beta <= 0 or gamma <= 0 or any 1 + gamma*t[i] <= 0:
    stop, no admissible Antoine curve found
C = s/gamma - T0;  B = s*beta/gamma^2;  A = alpha + beta/gamma
```

Each step handles an $n\times3$ matrix, so time and storage grow in proportion to $n$. An absolute tolerance is reasonable because the three parameters are dimensionless and, in the example below, not far from unit size.

Full Gauss–Newton steps are not guaranteed to converge from a poor start. The quadratic start can itself be poor when the range is very wide: with evenly spaced readings and $\gamma$ from about 0.8 upwards it can place a pole among the readings although the best curve has none, and a smaller positive starting $\gamma$ can then be tried. A safeguard during the iteration is to halve a step that raises $S$ or brings a pole into the data range. Repeated halving eventually gives a step that lowers $S$ because, for $J$ of full column rank, the step is $d=(J^TJ)^{-1}J^Tr$ and the gradient of $S/2$ is $-J^Tr$. The initial slope of $S/2$ along $d$ is then $-r^TJ(J^TJ)^{-1}J^Tr$, which is negative unless the gradient vanishes. A short enough step must therefore lower $S$. The example needed no halving.

## Worked example

Thirteen synthetic readings, 5 K apart from 300 to 360 K, were generated from $A=10$, $B=2000$ K, $C=-50$ K. Random errors of standard deviation 0.002 were added to $y$, and the results were rounded to four decimals. They are listed in the numerical output. The settings are $T_0=330$ K and $s=30$ K.

The quadratic start has $\gamma=0.10786$. With a tolerance of $10^{-12}$, five steps lead to

$$\alpha=2.857503,\qquad\beta=0.764936,\qquad\gamma=0.107312 .$$

From (5), $s/\gamma=30/0.107312=279.56$ K, so

$$C=279.56-330=-50.44\ \mathrm K,$$
$$B=\frac{30\times0.764936}{0.107312^2}=1992.7\ \mathrm K,\qquad A=2.8575+\frac{0.764936}{0.107312}=9.986 .$$

An independent fit in the original variables used the fact that, at fixed $C$, (1) is a straight line in $1/(T+C)$. Linear regression gave $A$ and $B$, and the stationary $C$ was located by bisection in 40-digit arithmetic. A scan over $C$ tested that no scanned value gave a smaller $S$. The two curves differ by at most $1.3\times10^{-15}$ in $\log_{10}p$ between 290 and 370 K. Anchoring at 280 K, outside the data, gives a largest difference of $1.6\times10^{-15}$.

The condition numbers separate the effects:

- In $A,B,C$ the raw value is $1.39\times10^5$, and centring alone leaves it there.
- Centring and scaling with $a,b,c$ reduces it to $5.9\times10^3$. With normalised columns, however, both forms have $\kappa=1062$.
- The anchored form has a raw value of 4.1 and a normalised value of 2.7. Moving its anchor to 280 K raises the normalised value to 49.

At the model coefficients, with $q=0.3447$ and $\gamma=30/280=0.10714$, equation (3) gives $4.243/(0.3447\times0.10714^2)\approx1072$, against a computed 1065. For half-ranges of 15 and 7.5 K the computed values are 4282 and 17147, against 4289 and 17154 from (3). The relative discrepancy shrinks as the range narrows, as it should for a leading-order law.

## Stability against rounding

Some implementations solve $J^TJ\,d=J^Tr$ instead of factorising $J$. Suppose forming the matrix introduces an error $E$. To first order the step changes by $-(J^TJ)^{-1}E\,d$, and the fitted curve changes by $J$ times this. The norm of $J(J^TJ)^{-1}$ is $1/\sigma_{\min}$, and $|d|\le|Jd|/\sigma_{\min}$. With $\|E\|\sim\epsilon\,\sigma_{\max}^2$, where $\epsilon$ is the machine precision, the relative error of the curve correction can reach about

$$\epsilon\,\frac{\sigma_{\max}^2}{\sigma_{\min}^2}=\epsilon\kappa^2 .$$

The normalised $\kappa$ belongs here. The rounding error in each entry of $J^TJ$ is proportional to the norms of the two columns involved, so rescaling the columns rescales the errors with them.

The estimate covers only the error in the matrix. Rounding in $J^Tr$, of size about $\epsilon\,\sigma_{\max}|r|$, adds a curve error of about $\epsilon\kappa|r|$. Near convergence, where $|r|\gg|Jd|$, this term exceeds $\epsilon\kappa^2|Jd|$, but it remains a small fraction of the residual as long as $\epsilon\kappa\ll1$. The trials below use residuals comparable in size to the correction.

In double precision, $\epsilon=2.2\times10^{-16}$ and $\kappa=1062$ give $2.5\times10^{-10}$. Forty trials with random residuals, compared with 40-digit solutions, had median errors of $1.4\times10^{-11}$ for $A,B,C$ and $2.3\times10^{-11}$ for $a,b,c$. These lie below the estimate, and scaling brought no gain. The anchored form had a median error of $2.5\times10^{-16}$. All these errors are relative to the size of the curve correction.

An error of $10^{-11}$ in a correction is harmless in this fit. On a small controller working in single precision, $\epsilon=2^{-23}\approx1.2\times10^{-7}$ and the same estimate gives about 0.13. Later steps can still correct an error of that size. By (3), however, $\kappa^2$ grows as the inverse fourth power of the range, and once the estimate exceeds 1 a step is no longer assured of bringing the curve closer to the best fit. These are estimates of possible error, not measured ones.

## What remains uncertain

Better conditioning adds no information. Let $M$ be the matrix of derivatives of $(A,B,C)$ with respect to $(\alpha,\beta,\gamma)$. From (5),

$$M=\begin{pmatrix}1&1/\gamma&-\beta/\gamma^2\\0&s/\gamma^2&-2s\beta/\gamma^3\\0&0&-s/\gamma^2\end{pmatrix}.$$

The chain rule gives $J_{\alpha\beta\gamma}=J_{ABC}M$. In the linearised theory with independent errors of equal variance $\sigma^2$, the parameter covariance is $V=\sigma^2(J^TJ)^{-1}$. Substitution gives

$$V_{\alpha\beta\gamma}=\sigma^2(M^TJ_{ABC}^TJ_{ABC}M)^{-1}=M^{-1}V_{ABC}M^{-T},$$

hence $V_{ABC}=MV_{\alpha\beta\gamma}M^T$. A prediction with derivative row $g$ in $A,B,C$ has row $gM$ in the anchored form, and therefore the same variance $gV_{ABC}g^T$.

In the example the standard errors are 0.10 for $A$, 54 K for $B$ and 3.7 K for $C$, and the correlation of $A$ and $B$ is 0.9996. For $\alpha,\beta,\gamma$ they are 0.0006, 0.0006 and 0.0014, with no correlation above 0.75 in magnitude. The last element of $M$ links the two descriptions: $30\times0.00143/0.107312^2=3.7$ K. The 1.3 % uncertainty in $\gamma$ is the same 1.3 % in $T_0+C$, which is 3.7 K, or about 7 % of $C$.

At 340 K, $t=1/3$ and

$$y=2.857503+\frac{0.764936/3}{1+0.107312/3}=3.1037,$$

or $p=1269.6$ Pa, with a standard error of 1.5 Pa in either form. These standard errors use the residual standard deviation of this sample, 0.0014. The errors were drawn with 0.002, and using that value would enlarge them by a factor of about 1.4. They also assume exact temperatures. At 340 K the slope is about 0.024 per kelvin in $y$, so a thermometer error of 0.1 K shifts $p$ by about 7 Pa, several times the standard error. For a real source the temperature error can therefore dominate.

## Failure modes

**No admissible curve.** At $\gamma=0$, equation (4) is a straight line, which no finite $C$ reproduces. With the anchor inside the data range, a negative $\gamma$ means $T_0+C<0$, outside the domain of (1). If the fit ends at $\gamma\le0$, the readings have usually not shown the downward curvature that an Antoine curve requires. The iteration finds only a local minimum, however, and very noisy readings can have a second one at $\gamma>0$; a scan of $S$ over $0<\gamma<1$, with $\alpha$ and $\beta$ from linear regression, settles this. A wider temperature range or more precise readings may reveal it; otherwise a model with fewer parameters can be used.

**Weakly determined curvature.** For small $\gamma$, the part of the third column in (6) that is independent of the other two has norm $\beta q\sqrt n$. The standard error of $\gamma$ is therefore about $\sigma/(\beta q\sqrt n)$, here $0.00139/(0.765\times0.345\times\sqrt{13})\approx0.0015$, close to the full value of 0.0014. If $\gamma$ is not several times this error, $C$ has little meaning and the linearised covariance should not be trusted.

**Rounded coefficients.** The large standard error of $C$ does not permit it to be rounded on its own. With $A$ and $B$ held fixed, $\partial y/\partial C$ at $T_0$ is $B/(T_0+C)^2=\beta/s=0.0255$ per kelvin. Changing $C$ from $-50.44$ to $-50$ K shifts $y$ by about 0.011, or $p$ by 2.6 %, far more than the standard error of the curve at 340 K. Store the coefficients with extra digits, or store $\alpha,\beta,\gamma$ together with $T_0$ and $s$.

## Table of computed values

```
Model A = 10.0, B = 2000.0 K, C = -50.0 K
Noise sd in log10(p/Pa) = 0.0020; T0 = 330.0 K; s = 30.0 K
Reading: T = 300.0 K, log10(p/Pa) = 2.0007
Reading: T = 305.0 K, log10(p/Pa) = 2.1585
Reading: T = 310.0 K, log10(p/Pa) = 2.3084
Reading: T = 315.0 K, log10(p/Pa) = 2.4502
Reading: T = 320.0 K, log10(p/Pa) = 2.5944
Reading: T = 325.0 K, log10(p/Pa) = 2.7282
Reading: T = 330.0 K, log10(p/Pa) = 2.8561
Reading: T = 335.0 K, log10(p/Pa) = 2.9836
Reading: T = 340.0 K, log10(p/Pa) = 3.1042
Reading: T = 345.0 K, log10(p/Pa) = 3.2209
Reading: T = 350.0 K, log10(p/Pa) = 3.3334
Reading: T = 355.0 K, log10(p/Pa) = 3.4437
Reading: T = 360.0 K, log10(p/Pa) = 3.5469
Start alpha, beta, gamma = 2.857668, 0.771109, 0.107861
Fitted alpha, beta, gamma = 2.857503, 0.764936, 0.107312
Gauss-Newton steps = 5
Anchored fit converted: A = 9.985667, B = 1992.7447 K, C = -50.44064 K
Direct Antoine fit:     A = 9.985667, B = 1992.7447 K, C = -50.44064 K
Residual sum of squares = 1.9351e-05
Residual standard deviation in log10 p = 0.00139
Largest curve difference, 290-370 K, in log10 p = 1.3e-15
Same with anchor at 280.0 K = 1.6e-15
Condition number, A B C in kelvin = 1.3947e+05
Condition number, centred only = 1.3947e+05
Condition number, centred and scaled a b c = 5.9183e+03
Condition number, anchored = 4.122
Column-normalised, A B C = 1061.80
Column-normalised, a b c = 1061.80
Column-normalised, anchored at 330.0 K = 2.726
Column-normalised, anchored at 280.0 K = 48.791
q (rms part of t^2 orthogonal to 1 and t) = 0.34471
Half-range 30.0 K: gamma = 0.10714, condition = 1065.2, law = 1072.1
Half-range 15.0 K: gamma = 0.05357, condition = 4281.6, law = 4288.6
Half-range 7.5 K: gamma = 0.02679, condition = 17147.3, law = 17154.3
Machine precision = 2.22e-16
Median relative step error, A B C = 1.4e-11
Median relative step error, a b c = 2.3e-11
Median relative step error, anchored = 2.5e-16
Standard errors: A 0.0966, B 53.66 K, C 3.726 K
Standard errors: alpha 0.00058, beta 0.00064, gamma 0.00143
Correlation of A and B = 0.999553
Largest anchored correlation (magnitude) = 0.7415
Pressure at 340 K: direct 1269.6270 Pa, anchored 1269.6270 Pa
Standard error of log10 p at 340 K: direct 0.000511, anchored 0.000511
Standard error of p at 340 K = 1.493 Pa
```
